# Bounds on Manning's vacancy-wind factor, and where the formula fails

## Result

A substitutional binary alloy A–B diffuses by exchange of atoms with single vacancies. Its mole fractions are $x_A$ and $x_B=1-x_A$, both positive. The tracer diffusivities measured in the alloy are $a=D_A^*>0$ and $b=D_B^*>0$, and $0<f<1$ is the tracer correlation factor of the pure lattice. Manning's interdiffusivity is

$$D=\Phi\,(x_B a+x_A b)\,S,$$

$$S=1+\frac{1-f}{f}\,\frac{x_Ax_B(a-b)^2}{(x_Aa+x_Bb)(x_Ba+x_Ab)},$$

where $\Phi$ is the thermodynamic factor; $S=1$ gives Darken's expression. Then

$$1\le S<\frac1f .$$

The left equality holds only for $a=b$. The value $1/f$ is not reached; it is the limit of $S$ when $a/b$ tends to zero or infinity at fixed composition.

This is a theorem about Manning's formula. The true quotient of $D$ and Darken's value need not obey it. In a simulated alloy below, that quotient lies well above Manning's $S$ and close to $1/f$.

## Derivation of the formula

**Forces and wind.** Let $N$ be the number of lattice sites per volume, taken as uniform, and $J_i$ the flux of species $i$ relative to the lattice. Sinks and sources hold the vacancies at equilibrium, so the driving forces are $F_i=-\nabla\mu_i$.

A force on a few tracers alone produces no appreciable net flux, and by the Einstein relation they drift at $D_i^*F_i/kT$. When many atoms are driven, a net vacancy flux arises and the atoms no longer meet vacancies equally from all sides. Manning's picture represents this by one extra force $\varphi$, common to both species and proportional to the net atom flux $J=J_A+J_B$:

$$J_i=\frac{N x_iD_i^*}{kT}(F_i+\varphi),\qquad \varphi=gJ .$$

That is the first closure assumption.

**Calibration.** In a pure lattice the vacancy walk is uncorrelated, because all atoms around the vacancy are equivalent. With vacancy fraction $x_v$ and vacancy diffusivity $D_v$, a force $F$ on every atom gives the vacancies a drift $-D_vF/kT$ and the atoms a flux $Nx_vD_vF/kT$. A tracer needs a vacancy beside it and tends to jump back, so $D^*=f x_vD_v$. The flux is therefore $ND^*F/(fkT)$.

The second closure assumption is that the alloy responds to a uniform force in the same way, with $D^*$ replaced by the mean

$$m=x_Aa+x_Bb .$$

To use it, add the two flux equations, with $P=x_AaF_A+x_BbF_B$:

$$J=\frac{N}{kT}(P+m\,gJ)\quad\Rightarrow\quad J\left(1-\frac{gNm}{kT}\right)=\frac{NP}{kT}.$$

For a uniform force $P=mF$, and $J$ must equal $NmF/(fkT)$. The bracket is therefore $f$, and

$$g=\frac{(1-f)kT}{Nm},\qquad J=\frac{NP}{fkT},\qquad \varphi=\kappa P,\qquad \kappa=\frac{1-f}{fm}.$$

The coefficient linking $J_A$ to $F_B$ is $(N/kT)\kappa\,x_Aa\,x_Bb$. It is unchanged when A and B are exchanged, so Onsager symmetry is satisfied.

**Chemical forces.** With $\mu_i=\mu_i^0+kT\ln(\gamma_ix_i)$ and $\Phi=1+d\ln\gamma_A/d\ln x_A$, one has $\nabla\mu_A=kT\Phi\nabla x_A/x_A$. The Gibbs–Duhem relation $x_A\nabla\mu_A+x_B\nabla\mu_B=0$ fixes the other force:

$$F_A=-\frac{kT\Phi}{x_A}\nabla x_A,\qquad F_B=+\frac{kT\Phi}{x_B}\nabla x_A .$$

Hence $P=-kT\Phi(a-b)\nabla x_A$, and the fluxes are

$$J_A=-N\Phi a\,[1+\kappa x_A(a-b)]\nabla x_A,$$

$$J_B=+N\Phi b\,[1-\kappa x_B(a-b)]\nabla x_A .$$

For $a>b$ the wind speeds up A and opposes B. Formally it would reverse the flux of B if $\kappa x_B(a-b)>1$, that is, for $x_A<1-f$ and $a/b>x_B/(1-f-x_A)$. In Manning's random-alloy theory, where $a$ and $b$ follow from the jump rates, this threshold is exactly the upper limit of $a/b$, approached as the rate ratio tends to infinity. In such an alloy the wind only slows B.

**Interdiffusion and markers.** The lattice moves with velocity $v$ so that the total flux in the laboratory frame vanishes: $J_A+J_B+Nv=0$. The laboratory flux of A is then

$$J_A+Nx_Av=J_A-x_A(J_A+J_B)=x_BJ_A-x_AJ_B=-ND\nabla x_A .$$

Inserting the fluxes gives

$$\frac{D}{\Phi}=x_Ba+x_Ab+\kappa x_Ax_B(a-b)a-\kappa x_Ax_B(a-b)b .$$

The last two terms combine to $\kappa x_Ax_B(a-b)^2$. Dividing by $x_Ba+x_Ab$ and inserting $\kappa$ yields the stated $S$. The marker velocity is

$$v=-\frac JN=-\frac{P}{fkT}=\frac{\Phi(a-b)}{f}\nabla x_A .$$

In this model the marker velocity carries the full factor $1/f$ at every composition, while the interdiffusivity carries only $S$.

## Proof of the bound

Multiply out the denominator of $S$:

$$(x_Aa+x_Bb)(x_Ba+x_Ab)=x_Ax_B(a^2+b^2)+(x_A^2+x_B^2)ab .$$

Since $x_A+x_B=1$, $x_A^2+x_B^2=1-2x_Ax_B$. The right side becomes $x_Ax_B(a^2+b^2-2ab)+ab$, or

$$(x_Aa+x_Bb)(x_Ba+x_Ab)=q+ab,\qquad q=x_Ax_B(a-b)^2\ge0 .$$

Define $p=q/(q+ab)$. Because $ab>0$, $0\le p<1$, and

$$S=1+\left(\frac1f-1\right)p=(1-p)\cdot1+p\cdot\frac1f .$$

$S$ is a weighted mean of $1$ and $1/f$ in which the weight of $1$ never vanishes. This proves $1\le S<1/f$. Equality on the left requires $q=0$, that is, $a=b$. The distance from the upper bound is

$$\frac1f-S=\frac{1-f}{f}\,\frac{ab}{q+ab}.$$

As a check of the algebra, the coupled equations for $J_A$, $J_B$ and $\varphi$ were solved numerically for 40 000 random cases, with $x_A$ from 0.001 to 0.999, $a/b$ from $10^{-4}$ to $10^4$ and $f$ from 0.05 to 0.95. All results agreed with the closed form and lay within the bounds.

## What the two weights mean

From the identity, $x_Ba+x_Ab=(q+ab)/m$, and $S=(ab+q/f)/(q+ab)$. Their product gives

$$D=\Phi\left[\frac{ab}{m}+\frac{q}{fm}\right].$$

In this model the first term is the interdiffusivity of a crystal without vacancy sinks. There the vacancy distribution adjusts until $J=0$. It exerts an additional force $X$ on both species, while $\varphi=gJ=0$. Setting the sum of the fluxes to zero gives $P+mX=0$, so $X=kT\Phi(a-b)\nabla x_A/m$. Then

$$J_A=-N\Phi a\,\frac{m-x_A(a-b)}{m}\nabla x_A=-N\Phi\frac{ab}{m}\nabla x_A,$$

because $m-x_A(a-b)=b$. With no net vacancy flux there is no wind and $f$ drops out. The second term is what working sinks add, and it alone is enhanced by $1/f$.

## Limits and size

With $r=a/b$,

$$p=\frac{x_Ax_B(r-1)^2}{x_Ax_B(r-1)^2+r}.$$

*Nearly equal diffusivities.* For $r=1+\epsilon$, $p\approx x_Ax_B\epsilon^2$. The correction to Darken's interdiffusivity is of second order in the difference, whereas the marker velocity is changed by $1/f$ already at first order.

*Very unequal diffusivities.* At fixed composition and large $r$, $1-p\approx1/(x_Ax_Br)$, so $S$ approaches $1/f$ slowly. This limit, and the limit $r\to\infty$ in the next paragraph, treat $r$ as a free input. In Manning's random-alloy theory $r$ stays below $x_B/(1-f-x_A)$ when the fast species has $x_A<1-f$; for fcc at $x_A=0.1$ this means $r<7.6$ and $S<1.10$.

*Dilute alloys.* At fixed $r$, $S\to1$ as $x_A\to0$ or $x_B\to0$. The two limits do not commute. If $x_A=c/r$ with $c$ fixed and $r\to\infty$, then $x_Ax_B(r-1)^2\approx cr$ and $p\to c/(1+c)$, which can be any value between 0 and 1.

*Largest value at fixed $r$.* $p$ increases with $q$, and $x_Ax_B$ is largest at $x_A=1/2$. There $q+ab=(a+b)^2/4$, hence

$$S_{\max}=1+\frac{1-f}{f}\left(\frac{r-1}{r+1}\right)^2 .$$

For fcc this gives 1.031 at $r=2$, 1.101 at $r=4$, 1.187 at $r=10$ and 1.269 at $r=100$. In a real alloy $r$ varies with composition, so the maximum need not lie at one half.

The upper bound depends on the lattice. If $c_1$ is the mean cosine between successive tracer jumps, rotational symmetry about the jump axis makes the mean cosine after $n$ jumps $c_1^n$, and

$$f=1+2\sum_{n\ge1}c_1^n=\frac{1+c_1}{1-c_1}.$$

Computing $c_1$ from the vacancy's random return to the tracer gives $1/f=1.280$ for fcc, 1.375 for bcc and 1.531 for simple cubic.

## Where the formula itself fails

The closure assumptions can be tested by simulation. A random fcc alloy was represented by 1500 independent periodic cells of 512 sites with one vacancy each. An attempted exchange always succeeds with a fast atom and succeeds with a set probability with a slow one. There are no interaction energies, so $\Phi=1$.

If $\mathbf R_i$ is the summed displacement of all atoms of species $i$ in time $t$ and $n$ is the number of atoms, linear response gives $L_{ij}=(N/kT)\langle\mathbf R_i\cdot\mathbf R_j\rangle/(6nt)$ for the coefficients in $J_i=\sum_jL_{ij}F_j$. Inserting the chemical forces into $x_BJ_A-x_AJ_B$ gives

$$\frac D\Phi=\frac{kT}{N}\left[\frac{x_B}{x_A}L_{AA}-2L_{AB}+\frac{x_A}{x_B}L_{BB}\right]=\frac{\langle|x_B\mathbf R_A-x_A\mathbf R_B|^2\rangle}{6nt\,x_Ax_B},$$

which uses neither closure assumption.

With equal jump rates the wind picture holds. The cross coefficient $kTL_{AB}/(Nx_Ax_BD^*)$ is 0.296, against the predicted $(1-f)/f=0.280$, and $S=0.997$.

With a jump-rate ratio of 10 and $x_A=0.501$, the outcome depends on how the tracer diffusivities are taken. The simulated $D$ is the same in both cases. The ± values, here and in the brass example, come from the standard error of the simulated $D$ alone and leave out the noise of the tracer diffusivities:

- Short-time tracers, followed from 30 to 150 attempts per cell: $S=1.168\pm0.007$, Manning 1.151. The uniform-force response divided by $m$ is 1.300, and the factor multiplying $\Phi(a-b)\nabla x_A$ in the marker velocity is 1.309; both should be $1/f=1.280$.
- Long-time tracers, followed from 12 000 to 24 000 attempts: $S=1.304\pm0.008$, Manning 1.145. The other two factors are 1.451 and 1.489.

In this run the long-time value of $S$ lies 3.1 standard errors of the simulated $D$ above $1/f$, and doubling the time window for the summed displacements from 2000 to 4000 attempts gives 1.317. This run alone does not fix the true value: the excess is only 0.024, the quoted error leaves out the tracer noise, and the result moves with the cell size. At the same number of attempts per atom it is about 1.29 for 256 sites and about 1.31 for 864 sites, a shift larger than the quoted error. The larger cells lie above $1/f$; the value for an infinite cell was not determined. The gap to Manning's 1.145 is far larger, about 20 of these standard errors.

The closure thus works to about 2 % for tracers observed over roughly one vacancy visit. Over long times the fast tracers slow to 0.889 of their short-time diffusivity and the slow ones to 0.945. The runs do not isolate the cause of this slowing.

The effect on $S$ follows simply if both tracer diffusivities fall by one factor $c<1$ while $D$ is unchanged. Manning's $S$ depends only on $a/b$ and stays the same, but the true quotient of $D$ and Darken's value rises by $1/c$. If it equalled Manning's $S$ before the fall, it passes $1/f$ once $S/c>1/f$. Measured tracer diffusivities are long-time ones, so this error matters in use.

## Example: zinc in alpha-brass

Let A be zinc and B copper, with $x_A=0.30$ and $T=1073$ K, so $kT=0.0925$ eV. Rough round inputs are $a=4\times10^{-9}$ and $b=1\times10^{-9}$ cm²/s. A regular solution with $\mu_A=\mu_A^0+kT\ln x_A+\Omega x_B^2$ and $\Omega=-0.18$ eV has

$$\Phi=\frac{x_A}{kT}\frac{d\mu_A}{dx_A}=1-\frac{2\Omega x_Ax_B}{kT}=1.82 .$$

In units of $10^{-9}$ cm²/s, $m=0.3\cdot4+0.7\cdot1=1.9$ and Darken's average is $0.7\cdot4+0.3\cdot1=3.1$. Further, $q=0.21\cdot3^2=1.89$ and $ab=4$; their sum, 5.89, equals $1.9\cdot3.1$, as the identity requires. Hence

$$p=\frac{1.89}{5.89}=0.321,\qquad S=1+0.280\cdot0.321=1.090 .$$

Manning's interdiffusivity is $1.82\cdot3.1\cdot1.090\approx6.1$, or $6.1\times10^{-9}$ cm²/s ($6.1\times10^{-13}$ m²/s). Darken's is $5.6\times10^{-9}$ cm²/s, and the formula could give at most $7.2\times10^{-9}$ cm²/s for these tracer averages. With $D$ held constant, $2\sqrt{Dt}$ after 10 h is 297 µm, against 285 µm without the wind.

For a zinc gradient of 20 cm⁻¹, a change of 0.2 over 100 µm, the markers move towards the zinc-rich side at 1.40 nm/s, against 1.09 nm/s without the wind. The wind changes the marker velocity by 28 % and the interdiffusivity by 9 %.

Alpha-brass is a real fcc solid solution in which zinc is the faster species, and the inputs are meant to have the right order of magnitude, no more. Of the two assumptions whose effect on $D$ is estimated here, ideal vacancy sinks and Manning's closure, the first can matter more. With no sinks at all, the same closure gives $D=\Phi ab/m=3.8\times10^{-9}$ cm²/s, 0.62 of Manning's value with ideal sinks; pores in a diffusion couple are a sign that sinks are not keeping up. This is a rough local estimate. It keeps $a$ and $b$ at the equilibrium vacancy level, although without sinks the vacancy fraction would change by a factor of about 1.8 between $x_A=0.2$ and $0.4$. It also carries the closure error, about 7 % upward in the random alloy described next. The closure error acts the other way. A simulated random alloy with $x_A=0.299$ and long-time tracer ratio 4.04 (tracers followed from 4000 to 8000 attempts, one cell size) has $S=1.202\pm0.009$, where Manning's formula gives 1.091. That factor of 1.10 would raise $D$ to about $6.8\times10^{-9}$ cm²/s, so here the formula captures less than half of the excess over Darken.

Brass is also not quite random. Spread over 12 neighbours, $\Omega$ is $-0.16\,kT$ per bond, and the quasi-chemical estimate gives 6.6 % more unlike pairs than a random alloy; the effect on $D$ was not computed. With a rough formation energy of 1 eV the vacancy fraction is $2\times10^{-5}$, small enough to neglect in $x_A+x_B=1$.

## Use in code

Evaluate $S=1+(1/f-1)\,q/(q+ab)$ after dividing $a$ and $b$ by the larger of the two. The sums then contain no cancelling terms apart from $a-b$, and $S$ depends only on the ratio. Take $f$ for the actual lattice.

A value outside $[1,1/f]$ from this formula signals an input or coding error, apart from rounding at the ends. The interval should not be used to clip or reject a quotient obtained from measured interdiffusion and tracer data. Such a quotient can fall below 1 when sinks are poor. When the jump rates differ strongly it can lie well above Manning's $S$ and close to or slightly above $1/f$, as in the simulated alloy, so a value past the bound need not be a measurement error. The remaining digits are in the numerical output below.

## Calculated quantities

```
Correlation factor f, limit 1/f, shift of f (radius 14 to 22)
  fcc: f = 0.7815, 1/f = 1.2796, shift = -1.2e-04
  bcc: f = 0.7273, 1/f = 1.3750, shift = -2.2e-04
  sc: f = 0.6531, 1/f = 1.5311, shift = -5.4e-05
Random cases solved: 40000
  (S-1)/(1/f-1): min = 2.1e-09, 1 - max = 4.0e-04
Largest S over composition, fcc, at tracer ratio r
  r = 2: S = 1.0311 at xA = 0.500
  r = 4: S = 1.1007 at xA = 0.500
  r = 10: S = 1.1872 at xA = 0.500
  r = 100: S = 1.2686 at xA = 0.500
  r = 1000: S = 1.2785 at xA = 0.500
Monte Carlo, fcc, equal jump rates
  f = 0.7834, S = 0.997
  cross coefficient = 0.296; (1-f)/f = 0.280
Monte Carlo, random fcc alloy, xA = 0.501, jump-rate ratio = 10; 1/f = 1.280
  short-time tracers: a/b = 6.53, S simulated = 1.168 +- 0.007, Manning 1.151
    uniform-force response / m = 1.300, marker factor = 1.309
  long-time tracers: a/b = 6.15, S simulated = 1.304 +- 0.008, Manning 1.145
    uniform-force response / m = 1.451, marker factor = 1.489
  long-time/short-time D*: fast 0.889, slow 0.945
  S with doubled time window, long-time tracers = 1.317
  S - 1/f, long-time = 3.1 standard errors
Alpha-brass example (rough round inputs), A = Zn, B = Cu
  T = 1073 K, kT = 0.0925 eV, xZn = 0.30
  D*_Zn = 4.0e-09 cm2/s, D*_Cu = 1.0e-09 cm2/s
  interaction = -0.18 eV, Phi = 1.818
  mean tracer D, m = 1.90e-09 cm2/s
  Darken tracer average = 3.10e-09 cm2/s
  q = 1.890e-18 cm4/s2, ab = 4.000e-18 cm4/s2
  weight p = 0.3209, S = 1.0897, 1/f = 1.2796
  Darken D (S = 1) = 5.635e-09 cm2/s
  Manning D = 6.140e-09 cm2/s = 6.140e-13 m2/s
  upper limit of Manning D (S = 1/f) = 7.210e-09 cm2/s
  2*sqrt(D*t), t = 10 h: Manning 297.4 um, Darken 284.8 um
  zinc gradient = 20 1/cm, marker velocity = 1.395 nm/s
  marker velocity without wind = 1.091 nm/s
Neglected effects
  no vacancy sinks: D = 3.827e-09 cm2/s, ratio to Manning D = 0.623
  simulated random alloy, xA = 0.299, jump-rate ratio = 7.14, a/b = 4.04
    S simulated = 1.202 +- 0.009, Manning = 1.091, quotient = 1.102
  bond interaction = -0.162 kT, short-range order parameter = -0.066
  vacancy fraction at 1.0 eV = 2.0e-05
```
